# Three-Centre Two-Electron Bonds and the Methyl Bridges of Trimethylaluminium Dimer: verification in Python

```python
"""Three-centre two-electron bond, and methyl bridges in Al2(CH3)6.
Result under test: a chain Al-C-Al of orthonormal orbitals with site energy
alpha and neighbour coupling beta < 0 holds two electrons with bonding energy
2*sqrt(2)*beta relative to separated sites; an ordinary bond has 2*beta.
delta: lowering of the carbon site; gamma: coupling of the chain ends;
S: neighbour overlap; kappa: coupling of two hybrids on one aluminium.
The bonding pattern is checked on the real dimer with RHF/6-31G.
Model energies are in eV, lengths in angstrom."""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, lo

alpha, beta = -8.0, -2.0
root2 = np.sqrt(2.0)


def chain_matrix(a, b, delta=0.0, gamma=0.0):
    return np.array([[a, b, gamma], [b, a - delta, b], [gamma, b, a]])


def pair_matrix(a, b, delta=0.0):
    return np.array([[a, b], [b, a - delta]])


def filled_energy(matrix, electrons, overlap=None):
    levels = eigh(matrix, overlap, eigvals_only=True)
    occupation = np.clip(electrons - 2 * np.arange(len(levels)), 0, 2)
    return float(occupation @ levels)


# Equal sites: energies, populations, bond orders
levels, orbitals = eigh(chain_matrix(alpha, beta))
assert np.allclose(levels, [alpha + root2 * beta, alpha, alpha - root2 * beta])
separated = filled_energy(chain_matrix(alpha, 0.0), 2)
bridge = filled_energy(chain_matrix(alpha, beta), 2) - separated
bond = filled_energy(pair_matrix(alpha, beta), 2) - separated
assert abs(bridge - 2 * root2 * beta) < 1e-10
assert abs(bond - 2 * beta) < 1e-10
density = 2 * np.outer(orbitals[:, 0], orbitals[:, 0])
assert np.allclose(np.diag(density), [0.5, 1.0, 0.5])
assert np.allclose([density[0, 1], density[1, 2]], 1 / root2)
link_energy = 2 * beta * density[0, 1]
assert abs(link_energy - root2 * beta) < 1e-10
by_count = [filled_energy(chain_matrix(alpha, beta), n) - n * alpha
            for n in (1, 2, 3, 4, 5)]
assert np.allclose(by_count[1:4], 2 * root2 * beta)
gain = bridge - bond

# Unequal sites and coupled ends, over random parameters
rng = np.random.default_rng(4)
for _ in range(200):
    a, b, d, g = rng.uniform([-10, -4, 0, -2], [-4, -0.5, 5, 0.3])
    lowest = filled_energy(chain_matrix(a, b, d, g), 2)
    formula = 2 * a + g - d - np.sqrt((g + d)**2 + 8 * b**2)
    assert abs(lowest - formula) < 1e-9
    vector = eigh(chain_matrix(a, b, d))[1][:, 0]
    assert abs(2 * vector[1]**2 - 1 - d / np.sqrt(d**2 + 8 * b**2)) < 1e-9
delta, gamma = 2.0, -0.5
polar_vector = eigh(chain_matrix(alpha, beta, delta))[1][:, 0]
polar_pair = eigh(pair_matrix(alpha, beta, delta))[1][:, 0]
polar_gain = (filled_energy(chain_matrix(alpha, beta, delta), 2)
              - filled_energy(pair_matrix(alpha, beta, delta), 2))
assert abs(polar_gain - np.sqrt(delta**2 + 4 * beta**2)
           + np.sqrt(delta**2 + 8 * beta**2)) < 1e-9
end_coupled = filled_energy(chain_matrix(alpha, beta, 0, gamma), 2) - separated


def break_even(d):
    reference = filled_energy(pair_matrix(alpha, beta, d), 2)
    return brentq(lambda t: filled_energy(
        chain_matrix(alpha, t * beta, d), 2) - reference, 0.1, 1.5)


thresholds = [break_even(0.0), break_even(delta)]
assert np.allclose(thresholds, 1 / root2, atol=1e-8)

# Neighbour overlap, from the generalized eigenvalue problem
# beta_s keeps beta_s - alpha*S equal to beta, so only the metric changes
S = 0.2
beta_s = beta + alpha * S
chain_overlap = chain_matrix(1.0, S)
pair_overlap = pair_matrix(1.0, S)
bridge_s = filled_energy(chain_matrix(alpha, beta_s), 2,
                         chain_overlap) - 2 * alpha
bond_s = filled_energy(pair_matrix(alpha, beta_s), 2, pair_overlap) - 2 * alpha
assert abs(bridge_s - 2 * root2 * (beta_s - alpha * S)
           / (1 + root2 * S)) < 1e-9
assert abs(bridge_s / bond_s - root2 * (1 + S) / (1 + root2 * S)) < 1e-9


# Two bridges in one dimer, with coupled hybrids on each aluminium
def dimer_and_monomers(kappa):
    dimer = np.kron(np.eye(2), chain_matrix(alpha, beta))
    for end in (0, 2):
        dimer[end, end + 3] = dimer[end + 3, end] = kappa
    monomer = np.array([[alpha, beta, 0], [beta, alpha, kappa],
                        [0, kappa, alpha]])
    return np.array([filled_energy(dimer, 4), 2 * filled_energy(monomer, 2)])


uncoupled = dimer_and_monomers(0.0)
dimer_gain = uncoupled[0] - uncoupled[1]
assert abs(dimer_gain - 4 * (root2 - 1) * beta) < 1e-9
small = 0.05
shift = dimer_and_monomers(small) - uncoupled
second_order = -small**2 / abs(beta) * np.array([1 / (2 * root2), 2.0])
assert np.allclose(shift, second_order, rtol=0.01, atol=0)
kappa = -0.5
coupled = dimer_and_monomers(kappa)
coupled_gain = coupled[0] - coupled[1]

# Real dimer: idealised geometry from rough two-figure lengths
al_al, al_bridge, al_terminal, c_h = 2.6, 2.1, 2.0, 1.1
atoms = [("Al", np.array([0, 0, sign * al_al / 2])) for sign in (1, -1)]


def add_methyl(position, axis, reference):
    """Add carbon and three hydrogens pointing along the outward axis."""
    axis = axis / np.linalg.norm(axis)
    side = reference - (reference @ axis) * axis
    side = side / np.linalg.norm(side)
    third = np.cross(axis, side)
    atoms.append(("C", position))
    for angle in 2 * np.pi * np.arange(3) / 3:
        radial = np.cos(angle) * side + np.sin(angle) * third
        atoms.append(("H", position + c_h * (axis / 3
                                            + np.sqrt(8) / 3 * radial)))


half_width = np.sqrt(al_bridge**2 - (al_al / 2)**2)
for sign in (1, -1):
    add_methyl(np.array([sign * half_width, 0, 0]),
               np.array([sign, 0.0, 0.0]), np.array([0.0, sign, 0.0]))
for end in (1, -1):
    for sign in (1, -1):
        direction = np.array([0, sign * np.sqrt(3) / 2, end * 0.5])
        add_methyl(np.array([0, 0, end * al_al / 2]) + al_terminal * direction,
                   direction, np.array([0.0, sign, 0.0]))

mol = gto.M(atom=[(s, tuple(map(float, r))) for s, r in atoms],
            basis="6-31g", unit="Angstrom", verbose=0, max_memory=4000)
mf = scf.RHF(mol)
mf.conv_tol = 1e-8
mf.kernel()
assert mf.converged

# Orthonormal intrinsic atomic orbitals and valence orbitals in that basis
occupied = mf.mo_coeff[:, mf.mo_occ > 0]
metric = mol.intor("int1e_ovlp")
iao = lo.iao.iao(mol, occupied)
values, vectors = np.linalg.eigh(iao.T @ metric @ iao)
iao = iao @ (vectors / np.sqrt(values)) @ vectors.T
symbols = [mol.atom_symbol(i) for i in range(mol.natm)]
core_count = sum({"Al": 5, "C": 1, "H": 0}[s] for s in symbols)
valence = iao.T @ metric @ occupied[:, core_count:]
assert np.allclose(valence.T @ valence, np.eye(valence.shape[1]), atol=1e-5)
starts = lo.iao.reference_mol(mol).aoslice_by_atom()[:, 2]


def localize(coefficients, seed):
    """Pipek-Mezey localization by pair rotations from a random start."""
    count = coefficients.shape[1]
    random = np.random.default_rng(seed).normal(size=(count, count))
    c = coefficients @ np.linalg.qr(random)[0]
    for _ in range(150):
        largest = 0.0
        for s in range(count):
            for t in range(s):
                x, y = c[:, s].copy(), c[:, t].copy()
                cross = np.add.reduceat(x * y, starts)
                diff = np.add.reduceat(x * x - y * y, starts)
                a_term = cross @ cross - diff @ diff / 4
                b_term = cross @ diff
                if np.hypot(a_term, b_term) < 1e-12:
                    continue
                angle = np.arctan2(b_term, -a_term) / 4
                c[:, s] = np.cos(angle) * x + np.sin(angle) * y
                c[:, t] = np.cos(angle) * y - np.sin(angle) * x
                largest = max(largest, abs(angle))
        if largest < 1e-6:
            break
    populations = 2 * np.add.reduceat(c * c, starts, axis=0)
    return float(np.sum(populations**2)), populations


best_value, populations = max((localize(valence, seed) for seed in range(3)),
                              key=lambda result: result[0])
groups = {}
for column in populations.T:
    centres = np.flatnonzero(column > 0.1)
    label = "-".join(sorted(symbols[i] for i in centres))
    groups.setdefault(label, []).append((column, centres))
counts = {label: len(members) for label, members in groups.items()}
assert counts == {"Al-Al-C": 2, "Al-C": 4, "C-H": 18}, counts
bridge_pop = []
for column, centres in groups["Al-Al-C"]:
    carbon = [i for i in centres if symbols[i] == "C"][0]
    assert abs(column[0] - column[1]) < 0.02
    assert column[centres].sum() > 1.8
    bridge_pop.append([column[0], column[carbon], column[1]])
bridge_pop = np.mean(bridge_pop, axis=0)
terminal_pop = np.mean([[column[:2].max(), column[[i for i in centres
                        if symbols[i] == "C"][0]], column[:2].min()]
                        for column, centres in groups["Al-C"]], axis=0)
valence_electrons = 2 * valence.shape[1]
assert valence_electrons == 2 * 3 + 6 * 4 + 18

to_kj = constants.e * constants.N_A / 1000
print(f"alpha = {alpha:.2f} eV, beta = {beta:.2f} eV")
print("chain levels =", np.round(levels, 4), "eV")
print(f"two-electron chain energy = {bridge + separated:.4f} eV")
print(f"separated-site energy = {separated:.4f} eV")
print(f"three-centre bonding energy = {bridge:.4f} eV")
print(f"the same = {bridge * to_kj:.1f} kJ/mol")
print(f"bonding energy / beta = {bridge / beta:.6f}")
print(f"two-centre bonding energy = {bond:.4f} eV")
print("site populations =", np.round(np.diag(density), 4), "electrons")
print(f"bond order per link = {density[0, 1]:.4f}")
print(f"energy per link = {link_energy:.4f} eV")
print("bonding energy for 1 to 5 electrons =", np.round(by_count, 4), "eV")
print(f"energy change per bridge = {gain:.4f} eV")
print(f"energy change for two bridges = {dimer_gain:.4f} eV")
print(f"break-even coupling ratio, delta = 0: {thresholds[0]:.6f}")
print(f"break-even coupling ratio, delta = {delta} eV: {thresholds[1]:.6f}")
print(f"delta = {delta} eV: chain populations =",
      np.round(2 * polar_vector**2, 4), "electrons")
print(f"delta = {delta} eV: pair populations (Al, C) =",
      np.round(2 * polar_pair**2, 4), "electrons")
print(f"delta = {delta} eV: change per bridge = {polar_gain:.4f} eV")
print(f"gamma = {gamma} eV: chain bonding energy = {end_coupled:.4f} eV")
print(f"S = {S}: beta used = {beta_s:.4f} eV")
print(f"S = {S}: chain bonding energy = {bridge_s:.4f} eV")
print(f"S = {S}: pair bonding energy = {bond_s:.4f} eV")
print(f"S = {S}: chain/pair ratio = {bridge_s / bond_s:.4f}")
print(f"kappa = {kappa} eV: dimer shift = {coupled[0]-uncoupled[0]:.4f} eV")
print(f"kappa = {kappa} eV: monomers shift = {coupled[1]-uncoupled[1]:.4f} eV")
print(f"kappa = {kappa} eV: two-bridge change = {coupled_gain:.4f} eV")
print("Al2(CH3)6, RHF/6-31G, idealised geometry, rough lengths:")
print(f"Al-Al = {al_al} angstrom, Al-C bridge = {al_bridge} angstrom")
print(f"Al-C terminal = {al_terminal} angstrom, C-H = {c_h} angstrom")
print("Al-C-Al angle =",
      f"{np.degrees(2 * np.arcsin(al_al / 2 / al_bridge)):.1f} degrees")
print(f"basis functions = {mol.nao}, RHF energy = {mf.e_tot:.5f} hartree")
print(f"valence electrons = {valence_electrons}")
print("localized orbitals by centres =", counts)
print("bridge orbital populations (Al, C, Al) =",
      np.round(bridge_pop, 3), "electrons")
print("terminal orbital populations (Al, C, other Al) =",
      np.round(terminal_pop, 3), "electrons")
print("checks complete")
```

Printed output:

```
alpha = -8.00 eV, beta = -2.00 eV
chain levels = [-10.8284  -8.      -5.1716] eV
two-electron chain energy = -21.6569 eV
separated-site energy = -16.0000 eV
three-centre bonding energy = -5.6569 eV
the same = -545.8 kJ/mol
bonding energy / beta = 2.828427
two-centre bonding energy = -4.0000 eV
site populations = [0.5 1.  0.5] electrons
bond order per link = 0.7071
energy per link = -2.8284 eV
bonding energy for 1 to 5 electrons = [-2.8284 -5.6569 -5.6569 -5.6569 -2.8284] eV
energy change per bridge = -1.6569 eV
energy change for two bridges = -3.3137 eV
break-even coupling ratio, delta = 0: 0.707107
break-even coupling ratio, delta = 2.0 eV: 0.707107
delta = 2.0 eV: chain populations = [0.3333 1.3333 0.3333] electrons
delta = 2.0 eV: pair populations (Al, C) = [0.5528 1.4472] electrons
delta = 2.0 eV: change per bridge = -1.5279 eV
gamma = -0.5 eV: chain bonding energy = -6.1789 eV
S = 0.2: beta used = -3.6000 eV
S = 0.2: chain bonding energy = -4.4096 eV
S = 0.2: pair bonding energy = -3.3333 eV
S = 0.2: chain/pair ratio = 1.3229
kappa = -0.5 eV: dimer shift = -0.0441 eV
kappa = -0.5 eV: monomers shift = -0.2462 eV
kappa = -0.5 eV: two-bridge change = -3.1116 eV
Al2(CH3)6, RHF/6-31G, idealised geometry, rough lengths:
Al-Al = 2.6 angstrom, Al-C bridge = 2.1 angstrom
Al-C terminal = 2.0 angstrom, C-H = 1.1 angstrom
Al-C-Al angle = 76.5 degrees
basis functions = 116, RHF energy = -721.37818 hartree
valence electrons = 48
localized orbitals by centres = {'C-H': 18, 'Al-C': 4, 'Al-Al-C': 2}
bridge orbital populations (Al, C, Al) = [0.267 1.446 0.267] electrons
terminal orbital populations (Al, C, other Al) = [5.770e-01 1.412e+00 1.000e-03] electrons
checks complete
```
